# Unrestricted Hartree-Fock and the Coulson-Fischer point of minimal-basis H$_2$: verification in Python

```python
"""Minimal-basis UHF for H2 in SI units. Tested by independent roads:
(1) symbolic expansion of the two-angle energy and its stationary point,
(2) SI Gaussian integrals and MO formulas against pyscf,
(3) closed-form cos(2 theta), energy, <S^2> against pyscf UHF SCF,
(4) unconstrained complex minimisation on both sides of the Coulson-Fischer point,
(5) that point from lambda = 0 against a finite-difference curvature root,
(6) dissociation limits."""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import hbar, m_e, e, epsilon_0, pi
from scipy.special import erf
from scipy.optimize import brentq, minimize
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True

k = e**2/(4*pi*epsilon_0)
a0 = hbar**2/(m_e*k)
Eh = hbar**2/(m_e*a0**2)
aJ, pm = 1e-18, 1e-12
EXPO = np.array([3.42525091, 0.62391373, 0.16885540])   # a0^-2, zeta = 1.24
COEF = np.array([0.15432897, 0.53532814, 0.44463454])

# ---- (1) symbolic: z = exp(i s), w = exp(i t), theta_a = s+t, theta_b = s-t
z, w, Y = sp.symbols('z w Y')
h1, h2, j11, j22, j12, kx = sp.symbols('h1 h2 j11 j22 j12 kx')
cs = lambda u: ((u + 1/u)/2, (u - 1/u)/(2*sp.I))
ca, cb = cs(z*w), cs(z/w)
def mo_eri(i, j, m, n):
    if (i + j + m + n) % 2:
        return 0
    if i != j:
        return kx
    return j12 if i != m else (j11, j22)[i]
E2 = sum((ca[i]**2 + cb[i]**2)*(h1, h2)[i] for i in range(2))
E2 += sum(ca[i]*ca[j]*cb[m]*cb[n]*mo_eri(i, j, m, n)
          for i, j, m, n in itertools.product(range(2), repeat=4))
ps, qs = (2*(h2 - h1) + j22 - j11)/4, (j11 + j22 - 2*j12)/4
form = lambda X, Yv: h1 + h2 + j12 - 2*ps*X*Yv + (qs - kx)*X**2 + (qs + kx)*Yv**2
assert sp.expand(E2 - form(cs(z**2)[0], cs(w**2)[0])) == 0
Ystar = sp.solve(sp.diff(form(1, Y), Y), Y)[0]
lam_s = (h2 + 2*j12 - kx) - (h1 + j11) - j12 - kx
Ds = j11 + j22 - 2*j12 + 4*kx
assert sp.simplify(Ystar - 1 - 2*lam_s/Ds) == 0
assert sp.simplify(form(1, Ystar) - (2*h1 + j11) + lam_s**2/Ds) == 0

def boys0(t):
    ts = np.maximum(t, 1e-12)
    return np.where(t < 1e-10, 1 - t/3, 0.5*np.sqrt(pi/ts)*erf(np.sqrt(ts)))

def ao_integrals(R, zeta=1.24):
    """Overlap, kinetic, core and repulsion integrals in SI (R in m, energy in J)."""
    al = np.tile(EXPO*(zeta/1.24)**2/a0**2, 2)
    pos = np.repeat([0.0, R], 3)
    C = np.zeros((6, 2))
    C[:3, 0] = C[3:, 1] = COEF*(2*al[:3]/pi)**0.75
    g = al[:, None] + al
    mu, d2 = np.outer(al, al)/g, (pos[:, None] - pos)**2
    P, ex = ((al*pos)[:, None] + al*pos)/g, np.exp(-mu*d2)
    S = (pi/g)**1.5*ex
    T = hbar**2/m_e*mu*(3 - 2*mu*d2)*S
    VA, VB = (-k*2*pi/g*ex*boys0(g*(P - c)**2) for c in (0.0, R))
    g1, P1, e1 = (x[:, :, None, None] for x in (g, P, ex))
    eri = k*2*pi**2.5/(g1*g*np.sqrt(g1 + g))*e1*ex*boys0(g1*g/(g1 + g)*(P1 - P)**2)
    C /= np.sqrt(np.diag(C.T@S@C))
    eri = np.einsum('abcd,ai,bj,cm,dn->ijmn', eri, C, C, C, C, optimize=True)
    return C.T@S@C, C.T@(T + VA + VB)@C, eri, (C.T@(T + VA)@C)[0, 0]

def model(R, zeta=1.24):
    """Closed-form solution from the derived formulas."""
    Sm, h, g, EH = ao_integrals(R, zeta)
    S, a, b, c, d = Sm[0, 1], g[0, 0, 0, 0], g[0, 0, 1, 1], g[0, 0, 0, 1], g[0, 1, 0, 1]
    m = dict(S=S, hAA=h[0, 0], hAB=h[0, 1], AAAA=a, AABB=b, AAAB=c, ABAB=d, EH=EH,
             h11=(h[0, 0] + h[0, 1])/(1 + S), h22=(h[0, 0] - h[0, 1])/(1 - S),
             J11=(a + b + 4*c + 2*d)/(2*(1 + S)**2), J22=(a + b - 4*c + 2*d)/(2*(1 - S)**2),
             J12=(a + b - 2*d)/(2*(1 - S**2)), K12=(a - b)/(2*(1 - S**2)), Vnn=k/R)
    m['eps1'], m['eps2'] = m['h11'] + m['J11'], m['h22'] + 2*m['J12'] - m['K12']
    m['p'] = (2*(m['h22'] - m['h11']) + m['J22'] - m['J11'])/4
    m['q'] = (m['J11'] + m['J22'] - 2*m['J12'])/4
    m['D'] = 4*(m['q'] + m['K12'])
    m['lam'] = m['eps2'] - m['eps1'] - m['J12'] - m['K12']
    m['ratio'] = 4*m['p']/m['D']
    m['cos2'] = min(1.0, m['ratio'])
    m['ERHF'] = 2*m['h11'] + m['J11'] + m['Vnn']
    m['EUHF'] = m['ERHF'] - min(m['lam'], 0.0)**2/m['D']
    return m

def pyscf_uhf(R):
    basis = {'H': [[0] + [[a, c] for a, c in zip(EXPO, COEF)]]}
    mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, R/a0)]], unit='Bohr',
                basis=basis, verbose=0)
    return mol, scf.UHF(mol)

def gu(S):
    return np.array([[1, 1], [1, -1]])/np.sqrt(2*np.array([1 + S, 1 - S]))

# ---- (2), (3) integrals and SCF against pyscf
for R in (150*pm, 250*pm):
    m = model(R)
    mol, mf = pyscf_uhf(R)
    C = gu(mol.intor('int1e_ovlp')[0, 1])
    hm = C.T@mf.get_hcore()@C
    gm = np.einsum('abcd,ai,bj,cm,dn->ijmn', mol.intor('int2e'), C, C, C, C)
    ref = dict(h11=hm[0, 0], h22=hm[1, 1], J11=gm[0, 0, 0, 0], J22=gm[1, 1, 1, 1],
               J12=gm[0, 0, 1, 1], K12=gm[0, 1, 0, 1])
    assert all(abs(m[n]/Eh - v) < 1e-10 for n, v in ref.items())
    assert abs(hm[0, 1]) < 1e-11 and abs(gm[0, 0, 0, 1]) < 1e-11
    mf.diis, mf.max_cycle, mf.conv_tol, mf.conv_tol_grad = False, 500, 1e-12, 1e-9
    mf.kernel(dm0=np.array([np.diag([1.0, 0.0]), np.diag([0.0, 1.0])]))
    ov = mf.mo_coeff[0][:, 0]@mf.get_ovlp()@mf.mo_coeff[1][:, 0]
    assert mf.converged and abs(mf.e_tot - m['EUHF']/Eh) < 1e-9
    assert abs(abs(ov) - m['cos2']) < 1e-7
    assert abs(mf.spin_square()[0] - (1 - m['cos2']**2)) < 1e-7

# ---- conditions of the proof and uniqueness of the root
scan = [model(r*a0) for r in np.linspace(0.5, 8, 76)]
assert all(0 < s['q'] < s['K12'] and s['p'] > 0 for s in scan)
assert np.sum(np.diff(np.sign([s['lam'] for s in scan])) != 0) == 1
root = lambda zeta: brentq(lambda r: model(r*a0, zeta)['lam']/Eh, 1.5, 3.5, xtol=1e-12)*a0
Rcf, Rcf1 = root(1.24), root(1.0)

# ---- (5) curvature of pyscf's determinant energy; error O(step^2) ~ 1e-6
def curvature(r, step=1e-3):
    mol, mf = pyscf_uhf(r*a0)
    C = gu(mf.get_ovlp()[0, 1])
    def en(t):
        va, vb = C@[np.cos(t), np.sin(t)], C@[np.cos(t), -np.sin(t)]
        return mf.energy_tot(np.array([np.outer(va, va), np.outer(vb, vb)]))
    return (en(step) + en(-step) - 2*en(0.0))/step**2
assert abs(brentq(curvature, 1.5, 3.5, xtol=1e-9) - Rcf/a0) < 1e-5
assert abs(curvature(150*pm/a0) - 4*model(150*pm)['lam']/Eh) < 1e-5

# ---- (4) free minimisation, complex orbitals in the Loewdin basis
rng = np.random.default_rng(1)
for R in (74*pm, Rcf - 0.05*a0, Rcf + 0.05*a0, 150*pm):
    mol, mf = pyscf_uhf(R)
    ev, U = np.linalg.eigh(mf.get_ovlp())
    L, h, g = U@np.diag(ev**-0.5)@U.T, mf.get_hcore(), mol.intor('int2e')
    def energy(x):
        v = [L@np.array([np.cos(t), np.sin(t)*np.exp(1j*f)]) for t, f in (x[:2], x[2:])]
        da, db = (np.outer(u.conj(), u) for u in v)
        return (np.sum(h*(da + db)) + np.einsum('ij,ijmn,mn', da, g, db)).real + a0/R
    best = min(minimize(energy, rng.uniform(0, 2*pi, 4), method='BFGS',
                        options={'gtol': 1e-7}).fun for _ in range(10))
    assert abs(best - model(R)['EUHF']/Eh) < 1e-8

# ---- (6) dissociation
far = model(20*a0)
assert abs(far['EUHF'] - 2*far['EH'])/Eh < 1e-9 and abs(far['cos2']) < 1e-9
assert abs(far['ERHF'] - 2*far['EH'] - far['AAAA']/2 + k/(40*a0))/Eh < 1e-9

print(f"k = e^2/(4 pi eps0) = {k:.6e} J m; hbar^2/m_e = {hbar**2/m_e:.6e} J m^2")
print(f"a0 = {a0/pm:.5f} pm; E_h = {Eh/aJ:.6f} aJ")
print("exponents (zeta=1.24), a0^-2:", EXPO)
print("exponents, 1e20 m^-2:", np.round(EXPO/a0**2/1e20, 6))
print("contraction coefficients:", COEF)
m = model(150*pm)
print(f"Example R = 150 pm = {150*pm/a0:.5f} a0; S = {m['S']:.6f}")
for n in ('hAA hAB AAAA AABB AAAB ABAB h11 h22 J11 J22 J12 K12 eps1 eps2 '
          'p q D lam Vnn ERHF EUHF').split():
    print(f"  {n} = {m[n]/aJ:.6f} aJ")
th = 0.5*np.arccos(m['cos2'])
va = gu(m['S'])@[np.cos(th), np.sin(th)]
print(f"  numerator 4p = {4*m['p']/aJ:.6f} aJ; E''(0) = 4 lam = {4*m['lam']/aJ:.6f} aJ/rad^2")
print(f"  cos 2theta = {m['cos2']:.6f}; theta = {np.degrees(th):.4f} deg")
print(f"  cos^2 theta = {np.cos(th)**2:.6f}; sin^2 theta = {np.sin(th)**2:.6f}")
print(f"  EUHF - ERHF = {(m['EUHF'] - m['ERHF'])/aJ:.6f} aJ")
print(f"  <S^2> = {1 - m['cos2']**2:.6f} hbar^2; triplet weight = {(1 - m['cos2']**2)/2:.6f}")
print(f"  alpha orbital: cA = {va[0]:.6f}, cB = {va[1]:.6f}")
c = model(Rcf)
slope = (model(Rcf + 0.01*pm)['lam'] - model(Rcf - 0.01*pm)['lam'])/0.02/aJ
print(f"R_CF (zeta=1.24) = {Rcf/pm:.4f} pm = {Rcf/a0:.5f} a0")
print(f"  eps2-eps1 = {(c['eps2'] - c['eps1'])/aJ:.6f} aJ; J12 = {c['J12']/aJ:.6f} aJ; K12 = {c['K12']/aJ:.6f} aJ")
print(f"  D = {c['D']/aJ:.6f} aJ; dlam/dR = {slope:.6f} aJ/pm; E = {c['ERHF']/aJ:.6f} aJ")
print(f"  theta ~ {np.sqrt(-slope*aJ/c['D']):.5f} rad * sqrt((R-R_CF)/pm)")
print(f"R_CF (zeta=1.0) = {Rcf1/pm:.4f} pm = {Rcf1/a0:.5f} a0")
print(f"scan 0.5-8 a0: max q/K12 = {max(s['q']/s['K12'] for s in scan):.4f}")
print("R/pm R/a0 lam/aJ 4p/D theta/deg ERHF/aJ EUHF/aJ <S^2>/hbar^2")
for R in (74*pm, 100*pm, 110*pm, 2.3*a0, 130*pm, 150*pm, 200*pm, 250*pm, 400*pm):
    s = model(R)
    print(f"{R/pm:.2f} {R/a0:.4f} {s['lam']/aJ:.5f} {s['ratio']:.5f} "
          f"{np.degrees(0.5*np.arccos(s['cos2'])):.3f} {s['ERHF']/aJ:.5f} "
          f"{s['EUHF']/aJ:.5f} {1 - s['cos2']**2:.5f}")
print(f"E_H = {far['EH']/aJ:.6f} aJ; 2 E_H = {2*far['EH']/aJ:.6f} aJ")
print(f"RHF error at infinite R, (AA|AA)/2 = {far['AAAA']/2/aJ:.6f} aJ")
print("ALL CHECKS PASSED")
```

Printed output:

```
k = e^2/(4 pi eps0) = 2.307078e-28 J m; hbar^2/m_e = 1.220853e-38 J m^2
a0 = 52.91772 pm; E_h = 4.359745 aJ
exponents (zeta=1.24), a0^-2: [3.42525091 0.62391373 0.1688554 ]
exponents, 1e20 m^-2: [12.231793  2.228036  0.602994]
contraction coefficients: [0.15432897 0.53532814 0.44463454]
Example R = 150 pm = 2.83459 a0; S = 0.256786
  hAA = -3.566003 aJ
  hAB = -1.410163 aJ
  AAAA = 3.377084 aJ
  AABB = 1.507621 aJ
  AAAB = 0.600271 aJ
  ABAB = 0.163170 aJ
  h11 = -3.959437 aJ
  h22 = -2.900699 aJ
  J11 = 2.409646 aJ
  J22 = 2.543566 aJ
  J12 = 2.440080 aJ
  K12 = 1.000718 aJ
  eps1 = -1.549791 aJ
  eps2 = 0.978743 aJ
  p = 0.562849 aJ
  q = 0.018263 aJ
  D = 4.075923 aJ
  lam = -0.912264 aJ
  Vnn = 1.538052 aJ
  ERHF = -3.971176 aJ
  EUHF = -4.175357 aJ
  numerator 4p = 2.251395 aJ; E''(0) = 4 lam = -3.649057 aJ/rad^2
  cos 2theta = 0.552364; theta = 28.2353 deg
  cos^2 theta = 0.776182; sin^2 theta = 0.223818
  EUHF - ERHF = -0.204181 aJ
  <S^2> = 0.694894 hbar^2; triplet weight = 0.347447
  alpha orbital: cA = 0.943734, cB = 0.167655
R_CF (zeta=1.24) = 115.3445 pm = 2.17969 a0
  eps2-eps1 = 3.517386 aJ; J12 = 2.616135 aJ; K12 = 0.901251 aJ
  D = 3.734779 aJ; dlam/dR = -0.031880 aJ/pm; E = -4.446412 aJ
  theta ~ 0.09239 rad * sqrt((R-R_CF)/pm)
R_CF (zeta=1.0) = 121.8127 pm = 2.30193 a0
scan 0.5-8 a0: max q/K12 = 0.0840
R/pm R/a0 lam/aJ 4p/D theta/deg ERHF/aJ EUHF/aJ <S^2>/hbar^2
74.00 1.3984 1.76472 2.05160 0.000 -4.86879 -4.86879 0.00000
100.00 1.8897 0.53819 1.29991 0.000 -4.64796 -4.64796 0.00000
110.00 2.0787 0.17595 1.09553 0.000 -4.51904 -4.51904 0.00000
121.71 2.3000 -0.19557 0.89698 13.118 -4.35819 -4.36826 0.19543
130.00 2.4566 -0.42963 0.77843 19.441 -4.24251 -4.29011 0.39404
150.00 2.8346 -0.91226 0.55236 28.235 -3.97118 -4.17536 0.69489
200.00 3.7795 -1.74339 0.23267 38.273 -3.41714 -4.08601 0.94586
250.00 4.7243 -2.22742 0.09602 42.245 -3.06465 -4.07142 0.99078
400.00 7.5589 -2.78783 0.00447 44.872 -2.68068 -4.06837 0.99998
E_H = -2.034178 aJ; 2 E_H = -4.068356 aJ
RHF error at infinite R, (AA|AA)/2 = 1.688542 aJ
ALL CHECKS PASSED
```
